\section*{The plasmon-pole pairing kernel and its effect on the superconducting transition temperature, part 3}

The problem is how a plasmon pole of strength $a$ and frequency $\Omega$ shifts the superconducting transition temperature $T_c$. Hartree atomic units are used with $k_B=1$; $\beta=1/T$, $b=\beta/2$, $\xi$ is measured from the chemical potential, $x=|\xi|$, $y=|\xi'|$, $\tilde x=x\coth bx$ ($2T$ at $x=0$).

The interaction $W(i\nu)=W(0)+a[2/\Omega-2\Omega/(\nu^2+\Omega^2)]$ enters $S_{\rm int}=\frac12\int\!d\tau\,d\tau'\,n(\tau)W(\tau-\tau')n(\tau')$. Its normal contraction gives the diagonal term $Z$, held fixed here; its anomalous one, with $E_i^2=\xi_i^2+|\Delta_i|^2$ and fermionic $\omega,\omega'$, gives the kernel:
\begin{gather}
F_{\rm an}=T^2\sum_{ij}\sum_{\omega\omega'}\frac{\Delta_i^*}{\omega^2+E_i^2}\,W_{ij}(i\omega-i\omega')\,\frac{\Delta_j}{\omega'^2+E_j^2}.\label{eq:Fan}
\end{gather}
The plasmon part is $\Delta K=(2a/\Omega)r$, $r=1-\Omega L/2$, $0<r<1$. With $h(c)=(1-e^{-\beta|c|})/|c|$,
\begin{align}
L=\frac{2}{\Pi}\Big[&h(\Omega+x+y)+e^{-\beta\min(\Omega,x+y)}h(\Omega-x-y)-e^{-\beta\min(y,\Omega+x)}h(\Omega+x-y)\nonumber\\
&-e^{-\beta\min(x,\Omega+y)}h(\Omega-x+y)\Big],\qquad \Pi=(1-e^{-\beta\Omega})(1-e^{-\beta x})(1-e^{-\beta y}).
\label{eq:Lstable}
\end{align}
Its limits are $r\to(x+y)/(\Omega+x+y)$ as $T\to0$, and, for $\Omega\gg x,y,T$ and for $x,\Omega\gg T$ respectively,
\begin{gather}
r=\frac{\tilde x+\tilde y}{\Omega}-\frac{x^2+y^2+2\tilde x\tilde y}{\Omega^2}+\dots\label{eq:largeOm}\\
r(0,x)=\frac{x}{\Omega+x}+\frac{2T\Omega}{(\Omega+x)^2}.\label{eq:r0x}
\end{gather}
A flat band $|\xi|<E_b$ has $N$ states per spin and unit energy. The couplings are $\lambda$ (phonon, frequency $\omega_{\rm ph}$), $\mu=NW(0)$ and $\lambda_{\rm pl}=2Na/\Omega$. $\Lambda$ is the largest eigenvalue of $M=-\eta\mathcal K\eta'$, $\eta=\sqrt{w/(1+Z)}$, $\chi=\eta u$; $T_c$ is the highest temperature with $\Lambda=1$, and $T_c^0$ is its value at $\lambda_{\rm pl}=0$:
\begin{gather}
\Lambda\,[1+Z(\xi)]\Delta(\xi)=-\int_{-E_b}^{E_b}\! d\xi'\,\mathcal K(\xi,\xi')\chi(\xi'),\qquad \chi=w\Delta,\quad w=\frac{\tanh b\xi}{2\xi},\label{eq:gap}\\
\mathcal K=-\tfrac12\lambda\omega_{\rm ph}L(x,y;\omega_{\rm ph})+\mu+\lambda_{\rm pl}\,r(x,y).\label{eq:Kmodel}\\
\Lambda=\max_u\left[-\int\! d\xi\,d\xi'\,\chi\,\mathcal K\,\chi'\right],\qquad \int\! d\xi\,u^2=\int\! d\xi\,(1+Z)\chi\Delta=1 .\label{eq:rayleigh}\\
S_1\equiv\frac{\partial\Lambda}{\partial\lambda_{\rm pl}}=-\int\! d\xi\,d\xi'\,\chi(\xi)\,r(x,y)\,\chi(\xi'),\qquad \delta\ln T_c=\frac{S_1\,\delta\lambda_{\rm pl}}{-\partial\Lambda/\partial\ln T}.\label{eq:slope}\\
-\frac{\partial\Lambda}{\partial\ln T}\approx[1+Z(0)]\,\Delta(0)^2>0 ,\label{eq:dLdT}
\end{gather}
At $T_c^0$, with $\chi_\pm$ the parts of $\chi$ where the gap is positive or negative,
\begin{gather}
S_1=\underbrace{-\int\!\!\!\int\chi_+r\chi_+'}_{S_{++}\le0}\;\underbrace{-\int\!\!\!\int\chi_-r\chi_-'}_{S_{--}\le0}\;+\;\underbrace{2\int\!\!\!\int\chi_+r\,|\chi_-'|}_{S_{+-}\ge0},\label{eq:blocks}\\
(1+Z)\Delta(\xi)=\tfrac12\lambda\omega_{\rm ph}\int\! d\xi'L(x,y;\omega_{\rm ph})\chi(\xi')-\mu\,\Phi_0,\qquad \Phi_0=\int\! d\xi\,\chi .\label{eq:tail}\\
S_1=\frac\Omega2\int_0^\beta\! d\tau\,D(\tau)\left[\Phi(\tau)^2-\Phi_0^2\right],\qquad \Phi(\tau)=\int\! d\xi\,\chi(\xi)g_x(\tau),\quad \Phi(0)=\Phi_0 .\label{eq:time}
\end{gather}
Here $D=\cosh\Omega(b-\tau)/\sinh b\Omega$ and $g_x=\sinh x(b-\tau)/\sinh bx$. The high-energy tail of the gap is $\Delta_\infty=-\mu\Phi_0$. The example has $E_b=0.4$, $\omega_{\rm ph}=10^{-3}$, $\Omega=0.3$~Ha, $\lambda=0.6$, $\mu=0.3$, $\lambda_{\rm pl}=0.5$, $Z=\lambda\omega_{\rm ph}/(\omega_{\rm ph}+x)$.

The sign of $S_1$ depends on how the pair amplitude $\Phi(\tau)$ departs from $\Phi_0$.

The change of the amplitude is
\begin{equation}
\Phi(\tau)-\Phi_0=-\int_0^{E_b}\! dx\,\Delta(x)\,\frac{\tanh bx}{x}\,[1-g_x(\tau)]\approx-\int_0^{E_b}\! dx\,\Delta(x)\,\frac{1-e^{-x\tau}}{x},
\label{eq:dPhi}
\end{equation}
where the two signs of $\xi$ cancel the factor 2 in $w$, and the second form holds for $T\tau\ll1$, because the factors multiplying $\Delta(x)$ in the two integrands differ only by $(1-\tanh bx)(\cosh x\tau-1)/x$, which is then relatively small at every $x$. The weight $(1-e^{-x\tau})/x$ equals $\tau$ for $x\ll1/\tau$ and decreases slowly beyond. The positive region removes $\tau$ times its area, which is of order $\Delta(0)\,\omega_{\rm ph}$ up to a logarithm, while the tail adds about $|\Delta_\infty|\tau\min(E_b,1/\tau)$, with a further logarithmic growth once $E_b\tau$ is well above one. At $\tau\sim1/\Omega$ the tail wins unless $|\Delta_\infty|/\Delta(0)$ is as small as $\omega_{\rm ph}/\min(E_b,\Omega)$ times that logarithm and a numerical factor. These factors matter: in the example below, at the $\mu$ where $S_1$ vanishes, the positive area is $5.8\,\Delta(0)\,\omega_{\rm ph}$ and $|\Delta_\infty|/\Delta(0)=0.044$, against $\omega_{\rm ph}/\Omega=0.0033$.

For $\Omega\gg E_b$ the criterion is explicit. Define $M_1=\int\chi\tilde x\,d\xi=\frac12\int\Delta\,d\xi$, using $w\,x\coth bx=\frac12$, and $M_2=\int\chi x^2d\xi=\int_0^{E_b}\Delta\,x\tanh bx\,dx$. Equation~(\ref{eq:largeOm}) in Eq.~(\ref{eq:slope}) gives
\begin{equation}
S_1=-\frac{2\Phi_0M_1}{\Omega}+\frac{2(\Phi_0M_2+M_1^2)}{\Omega^2}+\dots
\label{eq:moments}
\end{equation}
At leading order in $E_b/\Omega$ and for $\Phi_0>0$, $T_c$ rises exactly when $\int\Delta\,d\xi<0$. At the value $\mu_\infty$ where this integral vanishes, the remaining term is negative if the gap has one node $x_0$: with $k(x)=x\tanh bx$ increasing, $M_2=\int\Delta\,[k(x)-k(x_0)]dx$ has a negative integrand on both sides of the node. A finite $\Omega$ therefore needs $\mu$ somewhat above $\mu_\infty$. The same argument with the decreasing weight of Eq.~(\ref{eq:dPhi}) gives $\Phi(\tau)<\Phi_0$ at $\mu_\infty$ without an expansion in $E_b/\Omega$, so the direction of the shift persists at low temperature as long as $\Phi(\tau)>-\Phi_0$. A leading-logarithm estimate of $\mu_\infty$ sets $y\to0$ in the phonon term of Eq.~(\ref{eq:tail}) and drops $Z$, so that $\Delta\approx\Phi_0[\lambda\omega_{\rm ph}/(\omega_{\rm ph}+x)-\mu]$ and
\begin{equation}
\mu_\infty\approx\frac{\lambda\omega_{\rm ph}}{E_b}\ln\left(1+\frac{E_b}{\omega_{\rm ph}}\right).
\label{eq:muc}
\end{equation}

\subsection{Finite coupling}

The quotient in Eq.~(\ref{eq:rayleigh}) is linear in $\lambda_{\rm pl}$ for each trial function. Using the $\lambda_{\rm pl}=0$ eigenfunction as the trial function at $T_c^0$,
\begin{equation}
\Lambda(T_c^0,\lambda_{\rm pl})\ge1+\lambda_{\rm pl}S_1 .
\label{eq:convex}
\end{equation}
If $S_1>0$, then $\Lambda>1$ at $T_c^0$ for every $\lambda_{\rm pl}>0$, and $T_c>T_c^0$ at any strength of the pole within this model. The converse fails. A maximum of linear functions is convex, so a negative initial slope may be overcome at finite $\lambda_{\rm pl}$. In perturbation theory the second-order term is $\lambda_{\rm pl}^2\sum_{n\ne0}|\langle n|\eta r\eta'|0\rangle|^2/(\Lambda-\Lambda_n)$, positive because $\Lambda$ is the largest eigenvalue. Its content is visible in Eq.~(\ref{eq:gap}): by Eq.~(\ref{eq:r0x}) the plasmon term acting on an amplitude concentrated near the Fermi level contributes $-\lambda_{\rm pl}\Phi_0\,x/(\Omega+x)$ to the gap and so creates or deepens the negative tail.

A static increase $\mu\to\mu+\delta\mu$ changes the quotient by $-\delta\mu\,\Phi_0^2\le0$ for every trial function and cannot raise $\Lambda$ at any temperature. A static repulsion larger than $\lambda_{\rm pl}r$ at every pair of energies thus has the opposite effect, and the gain is due to the energy dependence of $r$.

\subsection{Worked example}

The parameters are round model values and describe no particular material: $E_b=0.4$~Ha, $\omega_{\rm ph}=10^{-3}$~Ha, $\lambda=0.6$, $\mu=0.3$, $\Omega=0.3$~Ha, $\lambda_{\rm pl}=0.5$. The diagonal term is chosen, not derived, as $Z=\lambda\omega_{\rm ph}/(\omega_{\rm ph}+x)$, which has $Z(0)=\lambda$ and decays beyond the phonon energy. Equation~(\ref{eq:gap}) is discretized by the Nystr\"om method with $x=T_0\sinh\theta$, $T_0=5\times10^{-6}$~Ha, and 80 Gauss--Legendre points in $\theta$ on each side of the node of the $\lambda_{\rm pl}=0$ gap. The kernels come from Eq.~(\ref{eq:Lstable}), $\Lambda$ from diagonalizing the symmetric matrix, and $T_c$ from Brent root finding on $\Lambda=1$ in $\ln T$.

Without the plasmon, $T_c^0=8.48\times10^{-6}$~Ha $=2.68$~K. The gap has one node, at $x_0=0.00280$~Ha, and $\Delta(E_b)/\Delta(0)=-0.627$. The equal-time amplitude is $\Phi_0=1.6587-0.8810=0.7777$, the two numbers being the integrals of $\chi_+$ and $|\chi_-|$. The tail is then $\Delta_\infty=-0.3\times0.7777=-0.233$, and identifying $\Delta(E_b)$ with $\Delta_\infty$ gives $\Delta(0)\approx0.233/0.627=0.372$; the normalized eigenvector has $\Delta(0)=0.369$, since the phonon term has not fully decayed at $E_b$. The tail is this large relative to $\Delta(0)$ because, in Eq.~(\ref{eq:tail}), $\Delta(0)$ is the difference of two terms divided by $1+\lambda$, while the tail is the second term undivided. Equation~(\ref{eq:dLdT}) estimates $1.6\times0.372^2=0.22$; a central difference of $\Lambda$ in $\ln T$ with step $10^{-4}$, which includes the temperature dependence of the kernel, gives $-\partial\Lambda/\partial\ln T=0.229$.

The plasmon kernel $N\Delta K=\lambda_{\rm pl}r$ at $T_c^0$ follows from the limiting forms:
\begin{align}
N\Delta K(0,0)&=0.5\times4\times8.483\times10^{-6}/0.3=5.66\times10^{-5},\nonumber\\
N\Delta K(0,x_0)&=0.5\times0.00280/0.30280+0.00003=0.00465,\nonumber\\
N\Delta K(0,0.1~{\rm Ha})&=0.5\times0.1/0.4=0.125,\nonumber\\
N\Delta K(0,E_b)&=0.5\times0.4/0.7=0.286,\nonumber\\
N\Delta K(E_b,E_b)&=0.5\times0.8/1.1=0.364,
\label{eq:numbersK}
\end{align}
where $0.00003$ is the thermal term of Eq.~(\ref{eq:r0x}). Against $\mu=0.3$, the addition is below $0.005$ from the Fermi level to anywhere in the positive region, and it nearly doubles the repulsion between the Fermi level and the band edge.

Quadrature of the blocks (\ref{eq:blocks}) on the same grid gives
\begin{equation}
S_1=-0.0041-0.2745+0.6132=0.3346 .
\label{eq:numbersS}
\end{equation}
The repulsion inside the negative region cancels $0.2745/0.6132=45\%$ of the cross term, and the positive region costs little. In the time picture, $\Phi(\tau)/\Phi_0=1.161$, $1.278$ and $1.538$ at $\Omega\tau=0.5$, $1$ and $3$, so $\Phi^2/\Phi_0^2-1=0.35$, $0.63$ and $1.36$. The average of this quantity with weight $\Omega e^{-\Omega\tau}$ is $S_1/\Phi_0^2=0.3346/0.6048=0.55$, between the first two values. For a weak pole, $\lambda_{\rm pl}=0.002$, Eq.~(\ref{eq:slope}) gives $\delta\ln T_c=0.002\times0.33456/0.22896=2.922\times10^{-3}$, and solving the gap equation gives $2.924\times10^{-3}$. At finite strength the eigenvalue at $T_c^0$ and its lower bound (\ref{eq:convex}) are $1.0349$ and $1.0335$ for $\lambda_{\rm pl}=0.1$, $1.204$ and $1.167$ for $0.5$, and $2.148$ and $1.669$ for $2$.

The transition temperatures at $\lambda_{\rm pl}=0.5$ are listed below. In the third and fourth rows $r$ is kept only for energies on opposite sides, or only on the same side, of $x_0$.
\begin{center}
\begin{tabular}{lcc}
kernel & $T_c$ ($10^{-6}$ Ha) & $T_c$ (K)\\
phonon and $\mu$ & 8.48 & 2.68\\
with $\lambda_{\rm pl}r$ & 19.14 & 6.04\\
opposite-side part only & 40.06 & 12.65\\
same-side part only & 5.38 & 1.70\\
static $\mu+\lambda_{\rm pl}$ & 4.14 & 1.31\\
\end{tabular}
\end{center}
The full kernel raises $T_c$ by a factor $2.26$ and deepens the tail to $\Delta(E_b)/\Delta(0)=-1.12$. The factor is large because $\ln T_c$ responds to $\Lambda$ with the multiplier $1/0.229=4.4$: linear extrapolation gives $\delta\ln T_c=0.5\times0.3346\times4.37=0.73$, against the solved $\ln2.26=0.81$. The rise in the third row is guaranteed by Eq.~(\ref{eq:convex}) with $S_{+-}$ in place of $S_1$, and the last row obeys the static argument. The fall in the fourth row is guaranteed only at first order, and at $\lambda_{\rm pl}=0.5$ it is a numerical result for this model.

At $\mu=0$, $T_c^0=4.17\times10^{-5}$~Ha $=13.2$~K, the gap is positive everywhere, and $S_1=-0.063$. A pole with $\lambda_{\rm pl}=0.01$ multiplies $T_c$ by $0.9985$, a loss. With $\lambda_{\rm pl}=0.5$ the factor is $1.46$, a gain: convexity has reversed the sign. The gap must then have acquired a negative region, because for a gap of one sign the plasmon term in Eq.~(\ref{eq:rayleigh}) is negative and $\Lambda$ could not exceed its value without the pole. Root finding in $\mu$, with the gap recomputed at its own $T_c^0$, places $\int\Delta\,d\xi=0$ at $\mu_\infty=0.00771$. The estimate (\ref{eq:muc}) is $0.6\times10^{-3}\times\ln401/0.4=0.0090$, which exceeds this value by $17\%$ of it. The slope $S_1$ vanishes at $\mu=0.00773$ for $\Omega=40$~Ha and at $\mu=0.0103$ for $\Omega=0.3$~Ha, both above $\mu_\infty$ in the direction derived from Eq.~(\ref{eq:moments}). The chosen $\mu=0.3$ is far above the threshold.

\subsection{The omitted diagonal term}

The normal contraction of $S_{\rm int}$ carries the same pole, and holding $Z$ fixed omits it. Any addition $\delta Z>0$ enlarges the norm in Eq.~(\ref{eq:rayleigh}) for given $\chi$ and lowers a positive $\Lambda$. Its size can be estimated from the Migdal self-energy $\Sigma(i\omega)=-T\sum_{\omega'}N\int d\xi'\,W(i\omega-i\omega')/(i\omega'-\xi')$, whose sign is that of Fock exchange, $-Wf$, for a static $W$. The constant part of $W$ only shifts the chemical potential. For the pole part $-a\,d(\nu)$, $d(\nu)=2\Omega/(\nu^2+\Omega^2)$, the band integral is $\int_{-E_b}^{E_b}d\xi'/(i\omega'-\xi')=-2i\arctan(E_b/\omega')$, and $\Sigma=-i\omega Z_{\rm pl}$ defines
\begin{equation}
Z_{\rm pl}(i\omega)=\frac{T}{\omega}\sum_{\omega'}Na\,d(\omega-\omega')\,2\arctan\frac{E_b}{\omega'} .
\label{eq:Zsum}
\end{equation}
For $T\to0$ the sum becomes $\int d\omega'/2\pi$, which vanishes at $\omega=0$ because the arctangent is odd, so $\omega\to0$ picks the derivative $\partial_\omega d(\omega-\omega')|_0=-d'(\omega')$. The integrand is then even in $\omega'$, and integration by parts with $\partial_{\omega'}\arctan(E_b/\omega')=-E_b/(\omega'^2+E_b^2)$ gives
\begin{align}
Z_{\rm pl}&=\frac{2Na}{\pi}\left[\frac2\Omega\cdot\frac\pi2-\int_0^\infty\!\frac{2\Omega E_b\,d\omega'}{(\omega'^2+\Omega^2)(\omega'^2+E_b^2)}\right]\nonumber\\
&=\frac{2Na}{\pi}\left[\frac\pi\Omega-\frac{\pi}{\Omega+E_b}\right]=\lambda_{\rm pl}\frac{E_b}{E_b+\Omega},
\label{eq:Zpl}
\end{align}
where partial fractions turn the integral into $2\Omega E_b\,[\pi/2\Omega-\pi/2E_b]/(E_b^2-\Omega^2)=\pi/(\Omega+E_b)$. This equals $N\Delta K(0,E_b)$ at $T=0$, so the omitted term is of the same order in $\lambda_{\rm pl}$ and of the same size as the kernel that was kept.

In the example $Z_{\rm pl}=0.5\times0.4/0.7=0.286$. Root finding on $\Lambda(T_c^0)=1$ with the plasmon kernel present and a constant added to $Z$ shows that $\delta Z=0.283$ cancels the gain. Adding $0.286$ gives $T_c=8.42\times10^{-6}$~Ha $=2.66$~K, slightly below the $2.68$~K obtained with no plasmon at all. The closeness of $0.283$ to $0.286$ belongs to this parameter set and is not general. With the other parameters unchanged, the cancelling $\delta Z$ and $Z_{\rm pl}$ are $0.580$ and $0.400$ for $\Omega=0.1$~Ha, where a net gain remains, and $0.096$ and $0.143$ for $\Omega=1$~Ha, where the net effect is a loss. The comparison is also crude. Equation~(\ref{eq:Zpl}) is a zero-frequency self-energy coefficient and not the density-functional $Z(\xi)$, and by Eq.~(\ref{eq:Zsum}) it falls as $2NaE_b/\omega^2$ for $\omega\gg\Omega,E_b$, where $d(\omega-\omega')$ selects $\omega'\approx\omega$ with unit weight and $\arctan(E_b/\omega)\approx E_b/\omega$, so a constant across the band is not its true shape. The shape matters for the sign in the example. An addition that starts at the same value and decays with energy, $\delta Z(x)=\lambda_{\rm pl}\Omega E_b/[(\Omega+x)(\Omega+x+E_b)]$, gives $T_c/T_c^0=1.11$ in place of $0.99$, so the slight loss at $\Omega=0.3$~Ha is not a settled result, while the gain at $\Omega=0.1$~Ha and the loss at $\Omega=1$~Ha persist, with ratios $2.12$ and $0.89$. It shows that the enhancement proved in Eqs.~(\ref{eq:time}) and (\ref{eq:convex}) is a property of the pairing kernel at fixed $Z$, and that the net effect of a plasmon on $T_c$ needs both contractions. Vertex corrections, dropped in Eq.~(\ref{eq:Fan}), are a further limit: the small ratio of boson to band energy that justifies their neglect for phonons is absent here, where $\Omega/E_b=0.75$.
